# Band Offsets from a Bulk Term and an Interface Potential Lineup

## Band offsets and the potential lineup

Two model insulators, A and B, are calculated as separate infinite crystals. The highest valence level of B comes out 0.182 hartree above that of A. The calculation is repeated with a constant 0.3 hartree added to the potential of A and a constant 0.2 hartree subtracted from that of B, and now the level of B lies 0.318 hartree below that of A. Neither number is the energy step between the valence bands when the crystals are joined. That step is 0.199 hartree, and it is the same in both conventions. The questions are what the bulk calculations do determine, what the junction must supply, and why the arbitrary choices cancel.

### The quantity to be calculated

Let the junction be planar, with normal $z$, A on the left and B on the right. Hartree atomic units are used, and $V$ denotes the potential energy of an electron. The valence offset is

$$\Delta E_v=E_v^{J}(B)-E_v^{J}(A), \tag{1}$$

where $E_v^{J}(X)$ is the valence band maximum deep inside side $X$, measured on the single energy scale of the junction $J$. A positive offset means that the valence edge of B is higher.

A bulk calculation gives a potential $V_X(z)$ and a band edge $E_v(X)$, but on a scale of its own. Poisson's equation for an infinite neutral crystal leaves an additive constant free, and the bulk calculations used here fix it by setting the mean electrostatic potential of each crystal to zero. The two bulk zeros therefore have no known relation to each other.

The example is a self-consistent Hartree model. Charge is uniform within each plane, electrons move along $z$ alone, and each filled orbital $\psi_i(z)$ holds the same areal density $s=0.1$ bohr$^{-2}$:

$$\left[-\tfrac12\frac{d^2}{dz^2}+V_{es}(z)+w(z)\right]\psi_i=E_i\psi_i,\qquad n_e=s\sum_i|\psi_i|^2. \tag{2}$$

Here $V_{es}$ is the electrostatic part and $w$ is a fixed sum of short-range attractive wells, one per layer. The ions are Gaussian sheets that neutralize the electrons. The layer spacings are 5 bohr in A and 6 bohr in B, and one orbital is filled per layer. The wells are Gaussians of standard deviation 1.2 bohr, with depths 0.95 hartree in A and 0.75 hartree in B; the ionic sheets have standard deviations 0.5 bohr in A and 0.9 bohr in B. Exchange, correlation and in-plane dispersion are left out, so the numbers illustrate the decomposition and do not describe a particular material.

To find the sign in Poisson's equation, let $n=n_e-n_{ion}$ be the net electron density. The charge density is $-n$, so the electric potential $\phi$ obeys $\phi''=-4\pi(-n)=4\pi n$. An electron has potential energy $V_{es}=-\phi$, hence

$$V_{es}''(z)=-4\pi n(z). \tag{3}$$

### Inside each slab the potential is shifted rigidly

Suppose that the slabs are thick enough for the density deep inside side $X$ to have returned to its bulk form. Subtracting equation (3) for the bulk from equation (3) for the junction gives zero on the right-hand side, so the difference of the two electrostatic potentials has no second derivative and is a linear function of $z$. The wells $w$ deep inside are the same in both calculations and cancel. If there is also no macroscopic electric field, the slope is zero, and

$$V_J(z)=V_X(z)+c_X\qquad\text{deep inside }X. \tag{4}$$

In the example the absence of a field follows from symmetry. The periodic supercell contains 12 layers of each material and two mirror-equivalent interfaces. Each slab is symmetric about its middle, so the mean slope vanishes there, and a constant slope that vanishes at one point is zero. The numerical check finds that equation (4) holds in the central cells to about $4\times10^{-11}$ hartree.

With an energy-independent Hamiltonian such as (2), adding a constant to $V$ leaves every orbital unchanged and raises every eigenvalue by that constant:

$$E_v^{J}(X)=E_v(X)+c_X. \tag{5}$$

Inserting (5) into (1) gives

$$\Delta E_v=E_v(B)-E_v(A)+c_B-c_A. \tag{6}$$

The junction thus has to supply one number, $c_B-c_A$.

If a field is present, as it can be in a slab between charged interfaces, it polarizes every cell, so the density no longer has its bulk form and (4) does not hold point by point. The difference $V_J-V_X$ is then a linear function of $z$ plus a cell-periodic part. Its average over a cell, which takes the place of $c_X$, removes the periodic part and is linear in $z$. The difference $c_B-c_A$ then depends on where the two sides are read, and an offset requires a stated rule for extrapolating both sides to a common plane. If the slabs are too thin, equation (4) has no region in which to hold.

### Measuring the shift with a reference

To extract $c_X$, choose a number $R[V]$ that can be read from one bulk-like cell of the potential and that shifts with it:

$$R[V+c]=R[V]+c. \tag{7}$$

The mean of $V_{es}$ over a cell qualifies, as does the mean of the total potential $V_{es}+w$, or its value at an ionic plane. For the first of these, the constant in (7) is understood as part of $V_{es}$. The depth of the potential, its maximum minus its minimum, does not qualify: it is unchanged by $c$ and carries no information about the shift.

Write $R_X=R[V_X]$ for the reference read in the bulk calculation and $R_X^{J}$ for the same reference read deep inside side $X$ of the junction. Applying $R$ to (4) and using (7),

$$R_X^{J}=R_X+c_X\quad\Longrightarrow\quad c_X=R_X^{J}-R_X. \tag{8}$$

Substitute (8) for both materials into (6):

$$\Delta E_v=E_v(B)-E_v(A)+\left(R_B^{J}-R_B\right)-\left(R_A^{J}-R_A\right).$$

Collecting the bulk quantities and the junction quantities separately gives the Van de Walle–Martin form

$$\Delta E_v=\underbrace{[E_v(B)-R_B]-[E_v(A)-R_A]}_{\Delta E_{bs}}+\underbrace{R_B^{J}-R_A^{J}}_{\Delta R}. \tag{9}$$

The band-structure term $\Delta E_{bs}$ needs two bulk calculations. The lineup $\Delta R$ needs the junction. The junction's own zero of energy cancels in $\Delta R$, because it enters both sides equally.

The bulk crystals in (9) must be the ones found deep inside the junction. If a layer is strained to match its neighbour, its bulk calculation must carry the same strain, since (4) compares potentials cell by cell. The Hamiltonian must be the same too.

### Independence of the conventions

**The bulk zeros.** Add a constant $u_X$ to the bulk potential of $X$. Then $E_v(X)\to E_v(X)+u_X$, and by (7) $R_X\to R_X+u_X$. In each square bracket of (9) the constant cancels:

$$[E_v(X)+u_X]-[R_X+u_X]=E_v(X)-R_X. \tag{10}$$

The junction calculation is untouched, so $\Delta E_v$ is unchanged. The naive difference of bulk edges, in contrast, changes by $u_B-u_A$. In the example $u_A=0.3$ and $u_B=-0.2$ hartree, so it changes by $-0.5$ hartree, from $0.18227$ to $-0.31773$. These are the two conflicting numbers of the opening.

**The choice of reference.** Let $R'$ be another reference that obeys (7), and define $d_X=R'[V_X]-R[V_X]$. In the junction,

$$R'[V_X+c_X]-R[V_X+c_X]=R'[V_X]+c_X-R[V_X]-c_X=d_X. \tag{11}$$

The difference between the references is therefore a bulk property and takes the same value in both calculations. Replacing $R$ by $R'$ in (9) changes the two terms to

$$\Delta E_{bs}'=\Delta E_{bs}-(d_B-d_A),\qquad \Delta R'=\Delta R+(d_B-d_A). \tag{12}$$

The sum does not change. Neither term has a physical value by itself: its size, and even its sign, depend on $R$. A statement that an offset is mainly a bulk effect or mainly an interface effect has a meaning only after the reference has been named.

In the example the band-structure term changes sign with the reference, while the lineup changes in size but stays positive. With the mean electrostatic potential set to zero in each bulk crystal, the edges are $E_v(A)=-0.63615$ and $E_v(B)=-0.45388$ hartree. The mean total potentials are $-0.57151$ in A and $-0.37599$ in B, so for this second reference

$$\Delta E_{bs}=(-0.45388+0.37599)-(-0.63615+0.57151)=-0.07789+0.06464=-0.01325.$$

The three references give, in hartree,

| Reference | $\Delta E_{bs}$ | $\Delta R$ | Sum |
|---|---:|---:|---:|
| mean electrostatic potential | 0.18227 | 0.01685 | 0.19912 |
| mean total potential | −0.01325 | 0.21237 | 0.19912 |
| total potential at an ionic plane | −0.11247 | 0.31159 | 0.19912 |

Five decimals are kept to display the identity, not as a claim of accuracy for a real interface. The offset of the model is 0.1991 hartree, or 5.42 eV.

Equation (12) also gives the error made when the references are mixed. Between the first two rows, $d_B-d_A=-0.37599+0.57151=0.19552$ hartree. A band term from the second row with a lineup from the first gives $-0.01325+0.01685=0.0036$ hartree. This is too low by 0.1955 hartree, which is $d_B-d_A$ and nearly the whole offset.

### Reading the mean potential in a junction

A cell average is simple in a bulk crystal. In the junction the two sides have different periods, and one averaging procedure is wanted for both. Define the average over a window of width $a$ by

$$(\mathcal A_a f)(z)=\frac1a\int_{z-a/2}^{z+a/2}f(z')\,dz'. \tag{13}$$

Its action on a plane wave follows by integration:

$$\mathcal A_a e^{iGz}=\frac{e^{iGz}}{a}\,\frac{e^{iGa/2}-e^{-iGa/2}}{iG}=\frac{\sin(Ga/2)}{Ga/2}\,e^{iGz}. \tag{14}$$

A function of period $a$ contains the wave numbers $G=2\pi m/a$ with integer $m$. For $m\neq0$ the factor in (14) is $\sin(\pi m)/(\pi m)=0$, while for $m=0$ it tends to 1. The window therefore removes the ripple of period $a$ and keeps the mean.

The macroscopic average uses both windows, $\bar f=\mathcal A_{a_A}\mathcal A_{a_B}f$. By (14) their order is immaterial. Deep inside A the first window reduces the potential to its cell mean and the second leaves that constant alone; inside B the roles are exchanged. The reading at $z$ draws on the potential within $(a_A+a_B)/2=5.5$ bohr of $z$, and this whole range must be bulk-like. With the A window alone, the total potential in the middle of B still varies by 0.14 hartree, comparable with the offset itself. With both windows the variation is below $10^{-12}$ hartree.

### The electrostatic lineup as a dipole

For the mean electrostatic reference, the lineup can be expressed through the charge. Averaging commutes with differentiation, so (3) becomes $\bar V_{es}''=-4\pi\bar n$. Take $z_A$ and $z_B$ deep inside the two slabs, multiply by $z$, and integrate the left-hand side by parts:

$$\int_{z_A}^{z_B}z\,\bar V_{es}''\,dz=\left[z\,\bar V_{es}'\right]_{z_A}^{z_B}-\left[\bar V_{es}(z_B)-\bar V_{es}(z_A)\right]. \tag{15}$$

Without macroscopic fields the first bracket vanishes. The left-hand side equals $-4\pi\int z\bar n\,dz$, so

$$\bar V_{es}(z_B)-\bar V_{es}(z_A)=4\pi\int_{z_A}^{z_B}z\,\bar n(z)\,dz. \tag{16}$$

Integrating $\bar V_{es}''=-4\pi\bar n$ once between the same limits shows that $\int\bar n\,dz=0$, so the choice of origin for $z$ does not matter. The sign is as expected: net electrons on the B side and net positive charge on the A side make the integral positive, and the energy of an electron is then higher in B. Evaluated from the charge of the example, (16) gives 0.01685 hartree, in agreement with the lineup read from the potential.

This dipole is not a measure of charge that has crossed the interface. It also contains the way in which each crystal's cells end there, as a superposition of undisturbed layers makes plain.

### The model-solid convention

Imagine each crystal built from neutral, symmetric layers, each with the density of a free layer. Let $n_1(z)$ be the net electron density of one such layer centred at $z=0$, and $v(z)$ its electrostatic potential energy. The solution of (3) that vanishes far away is

$$v(z)=-2\pi\int|z-z'|\,n_1(z')\,dz', \tag{17}$$

because $d^2|z|/dz^2=2\delta(z)$. To the right of the layer, (17) becomes $-2\pi\left(z\int n_1dz'-\int z'n_1dz'\right)$. The first integral vanishes by neutrality and the second by symmetry; the left side is similar. The potential of the layer therefore vanishes outside the range of $z$ that its charge spans, and all layers share the vacuum level as a common zero.

In a crystal of spacing $a$, the mean over one cell of the summed potentials of all layers equals the integral of one layer's potential over all $z$, divided by $a$. Write $1=(z^2/2)''$ and integrate by parts twice. The boundary terms vanish with $v$ and $v'$, so

$$\bar V^{ms}=\frac1a\int v\,dz=\frac1a\int\frac{z^2}{2}\,v''\,dz=-\frac{2\pi}{a}\int z^2n_1(z)\,dz. \tag{18}$$

A layer whose electrons spread farther from the plane than its ions has a positive second moment and so lowers the mean potential energy. The example gives $-0.0691$ hartree for A and $-0.0268$ hartree for B. The model-solid lineup is then

$$\bar V_B^{ms}-\bar V_A^{ms}=-0.0268+0.0691=0.0423\ \text{hartree}.$$

No charge has been allowed to rearrange here, yet the lineup is not zero. A direct superposition of the free layers in the junction, solved with Poisson's equation, reproduces this step.

The self-consistent lineup is 0.0169 hartree. Since Poisson's equation is linear, the difference, $0.0169-0.0423=-0.0254$ hartree (the unrounded values give $-0.0255$), is the dipole (16) of the change in density from the superposition to the self-consistent junction. That change has two sources: layers alter their shape when they are packed into a bulk crystal, which changes second moments, and charge near the interface responds to the other material. How much belongs to each depends on how the bulk charge is divided into layers, so no separate values are given.

Using the model-solid lineup in (9), with the electrostatic band term, gives $0.1823+0.0423=0.2246$ hartree. This estimate needs no junction calculation. It exceeds the self-consistent offset by 0.0255 hartree, or 13% of that offset. Unlike a change of reference, the model-solid step is an approximation to the lineup, so (12) does not protect the sum from its error.

### A check that uses no reference

The offset can also be found from the junction's eigenvalues alone. In a slab of finite width the states near the valence edge are standing waves. Let $q$ be the wave number measured from the band maximum, which in this model lies at the zone boundary. By symmetry the band energy is even in $q$. For a symmetric slab of width $L$ the standing-wave condition is

$$qL+\theta(q)=m\pi,\qquad m=1,2,3,\ldots, \tag{19}$$

where $\theta$ describes reflection at the interfaces. If $\theta$ is an odd, smooth function of $q$, then $q$ is an odd function of $m$, and the energies contain even powers:

$$E_m=E_v^{J}+\alpha m^2+\beta m^4+O(m^6). \tag{20}$$

The smoothness assumption can fail when an interface state lies very close to the band edge. To isolate $E_v^{J}$ from three levels, take weights that satisfy $w_1+w_2+w_3=1$, $w_1+4w_2+9w_3=0$ and $w_1+16w_2+81w_3=0$. Subtracting the second condition from the third gives $12w_2+72w_3=0$, so $w_2=-6w_3$. The second then gives $w_1=15w_3$, and the first gives $10w_3=1$. Therefore

$$E_v^{J}\simeq\tfrac32E_1-\tfrac35E_2+\tfrac1{10}E_3. \tag{21}$$

The levels of A are $-0.646418$, $-0.649452$ and $-0.654144$ hartree, and (21) gives

$$E_v^{J}(A)\simeq-0.969627+0.389671-0.065414=-0.645370.$$

The levels of B, $-0.446756$, $-0.448248$ and $-0.450611$ hartree, give $-0.446246$ in the same way. The difference is 0.19912 hartree, which agrees with (9) to within $3\times10^{-6}$ hartree. No bulk calculation and no reference potential has entered. The levels can be assigned to one slab because the bands do not overlap in energy: the bottom of the B valence band lies 0.167 hartree above the top of the A valence band. Equation (9) itself does not need this separation.

### Conduction bands and a changed interface

The conduction edge is $E_c=E_v+E_g$ on each side, with $E_g$ the gap, so

$$\Delta E_c=\Delta E_v+E_g(B)-E_g(A). \tag{22}$$

With gaps of 0.4581 hartree in A and 0.3684 hartree in B, $\Delta E_c=0.1991+0.3684-0.4581=0.1094$ hartree, or 2.98 eV. Both edges of B lie above those of A, which is a staggered alignment. The lowest conduction edge, in A, is $0.4581-0.1991=0.2590$ hartree above the highest valence edge, in B. Were this number negative, electrons would pass from B to A, and the assumption of two field-free insulators would have to be re-examined.

The gaps and edges in (9) and (22) are those of the chosen theory. If a better theory shifts the bulk valence edges by $\delta_A$ and $\delta_B$ while the density, and with it the electrostatic lineup, is held fixed, the offset obtained from (9) with the electrostatic reference changes by $\delta_B-\delta_A$. A good lineup does not repair an error in the band-structure term.

Finally, the interface can be altered while both bulk crystals stay as they are. At each interface, fixed ionic sheets of $+0.003$ bohr$^{-2}$ on the B side and $-0.003$ bohr$^{-2}$ on the A side are added, 2 bohr apart. Positive ions count negatively in $n$, so (16) gives the bare step

$$-4\pi(0.003)(2)=-0.0754\ \text{hartree}.$$

After the electrons have responded, the electrostatic lineup has moved from $0.0169$ to $-0.0411$ hartree, a change of $-0.0580$ hartree. The electronic response has therefore cancelled 0.0174 hartree, or 23%, of the bare step. With the unchanged band term, (9) gives an offset of $0.1823-0.0411=0.1412$ hartree, and the confined levels of the new junction give the same value to this accuracy. The offset has followed the lineup, so it is a property of the pair of crystals together with their interface. For this second junction the numerical check asserts that the three references give the same sum, that this sum agrees with the offset from the confined levels, and that it differs from the offset of the first junction.

## Table of computed values

```
Energies in hartree, lengths in bohr, unless stated
areal density per filled orbital: 0.1 bohr^-2
well width: 1.2; layers of each material: 12
A: spacing 5.0, well depth 0.95, ion width 0.5
A bulk: valence top -0.636151, gap 0.458126
A bulk: valence band width 0.056081
A bulk: mean total potential -0.571511, at ion plane -1.072716
B: spacing 6.0, well depth 0.75, ion width 0.9
B bulk: valence top -0.453882, gap 0.368425
B bulk: valence band width 0.031737
B bulk: mean total potential -0.375994, at ion plane -0.777978
mean electrostatic: band term 0.182270, lineup 0.016851, sum 0.199121
mean total: band term -0.013247, lineup 0.212368, sum 0.199121
ion plane: band term -0.112468, lineup 0.311588, sum 0.199121
valence offset B-A: 0.199121 = 5.4183 eV
conduction offset B-A: 0.109419 = 2.9774 eV
spread of the three sums: 5.7e-12
zeros moved by: A 0.3, B -0.2
naive bulk difference: 0.182270, after move -0.317730
offset after move: 0.199121
departure from rigid shift in mid-slab cells: 3.9e-11
A confined levels: -0.646418 -0.649452 -0.654144
B confined levels: -0.446756 -0.448248 -0.450611
extrapolated edges: A -0.645370, B -0.446246
direct offset from confined levels: 0.199123
B band bottom above A valence top by: 0.167383
mixed references (total, electrostatic): 0.003604
ripple in B: one window 1.4e-01, two windows 5.5e-13
electrostatic lineup from charge dipole: 0.016851
model-solid means: A -0.069068, B -0.026764
model-solid lineup: formula 0.042303, superposition 0.042303
induced part of lineup: -0.025453
offset with model-solid lineup: 0.224573
added dipole: charges +-0.003 bohr^-2, 2 bohr apart
bare step of added dipole: -0.075398
second junction: electrostatic lineup -0.041117
second junction: offset 0.141153, direct 0.141155
change of offset by added dipole: -0.057968
```
